# The Casimir–Polder dispersion energy of two molecules, with benzene as example, part 2

Two neutral, non-overlapping particles $A$ and $B$ in their ground states attract each other across $\mathbf R=\mathbf r_A-\mathbf r_B$. London's law assumes instantaneous coupling; the energy (11) below includes the radiation field, and this part tests and evaluates it. A numerical check accompanies the derivation; the worked example is a pair of benzene molecules.

Units are Gaussian, with $\hbar=1$ and $c$ kept; the temperature is zero. Excitation energies are $\omega_n>0$, dipole elements $d_i^{0n}=\langle0|d_i|n\rangle$ are real, and repeated indices are summed. The polarizability is

$$\alpha_{ik}(i\xi)=\sum_n\frac{2\omega_n\,d_i^{0n}d_k^{n0}}{\omega_n^2+\xi^2}.\tag{4}$$

For isotropic particles, with $f_n=\tfrac23\,\omega_n|\mathbf d^{0n}|^2$, London's law is

$$U=-\frac{C_6}{R^6},\qquad C_6=\frac3\pi\int_0^\infty\!\alpha_A\alpha_B\,d\xi=\frac32\sum_{n,m}\frac{f_nf_m}{\omega_n\omega_m(\omega_n+\omega_m)}.\tag{6}$$

For $a,b>0$,

$$\int_0^\infty\!\frac{d\xi}{(a^2+\xi^2)(b^2+\xi^2)}=\frac1{b^2-a^2}\int_0^\infty\!\Big[\frac1{a^2+\xi^2}-\frac1{b^2+\xi^2}\Big]d\xi=\frac{\pi}{2}\,\frac{1/a-1/b}{b^2-a^2}=\frac{\pi}{2ab(a+b)},\tag{3}$$

The couplings are $V_X=-\mathbf d_X\cdot\mathbf E(\mathbf r_X)$, $X=A,B$. In imaginary time $\tau$, $C^X_{ij}$ is the dipole correlator of $X$ and $G_{ij}$ the field correlator between the centres. With $Z=\langle0|e^{-\beta H'}|0\rangle$, where $H'$ is the full Hamiltonian, the energy shift is $-\lim_{\beta\to\infty}\beta^{-1}\ln Z$. Two couplings of each particle give the "ring"

$$\ln Z\big|_{22}=\frac12\int d^4\tau\;C^A_{ij}(\tau_1-\tau_2)\,G_{jl}(\tau_2-\tau_4)\,C^B_{lk}(\tau_4-\tau_3)\,G_{ik}(\tau_3-\tau_1),$$

The convolution argument turns it into $\beta\int d\xi/2\pi$ of the product of four transforms, built from

$$\int_{-\infty}^\infty d\tau\,e^{i\xi\tau}e^{-\omega|\tau|}=\frac1{\omega-i\xi}+\frac1{\omega+i\xi}=\frac{2\omega}{\omega^2+\xi^2}.\tag{9}$$

The transforms of $C^X$ and $G$ are $\alpha_X(i\xi)$ and

$$D_{ij}(\mathbf R,\xi)=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi\,(k^2\delta_{ij}-k_ik_j)}{k^2+\kappa^2}\,e^{i\mathbf k\cdot\mathbf R},\qquad\kappa=\frac\xi c.\tag{10}$$

At $\xi=0$, $D$ is the static coupling $T_{ij}=\partial_i\partial_j(1/R)$. The result is

$$U(\mathbf R)=-\frac1{2\pi}\int_0^\infty d\xi\;\mathrm{Tr}\big[\alpha_A(i\xi)\,D(\xi)\,\alpha_B(i\xi)\,D^{\mathsf T}(\xi)\big].\tag{11}$$

Permanent dipoles $\mathbf p_X=\langle\mathbf d_X\rangle$, absent in (11), would add the second-order energy $-\mathbf p_A\cdot D(0)\cdot\mathbf p_B$.

### Test on a finite model

The derivation of (11) used the plane-wave form of the modes only to show that $G$ is even in $\tau$. Real mode amplitudes give the same property. Take any set of modes with $E_i(X)=\sum_m u^X_{im}(a_m+a_m^\dagger)$ and real $u$; by (9), $D_{ij}=\sum_mu^A_{im}u^B_{jm}\,2\omega_m/(\omega_m^2+\xi^2)$. The numerical check uses two four-level particles with parities $+,-,-,+$, two dipole components with random matrix elements, and three modes with up to two quanta each. Two quanta are enough in fourth order, because a state that must return to the vacuum within four steps holds at most two. The part of the fourth-order Rayleigh–Schrödinger energy that needs both couplings is $-0.01260744$, and (11) gives $-0.01260744$. Diagonalizing the full matrix at weak coupling and extrapolating gives $-0.012607$. The second-order cross term is zero; with permanent dipoles switched on it is $0.160955$ and equals $-\mathbf p_A\cdot D(0)\cdot\mathbf p_B$.

### Link to time-ordered perturbation theory

Pick one state of $A$ (energy $a$), one of $B$ (energy $b$) and two photons (energies $\omega,\omega'$). Their contribution to the ring is proportional to

$$\Sigma(a,b,\omega,\omega')=\lim_{\beta\to\infty}\frac1\beta\int d^4\tau\;e^{-a|\tau_1-\tau_2|-\omega'|\tau_2-\tau_4|-b|\tau_4-\tau_3|-\omega|\tau_3-\tau_1|},$$

which by the convolution argument equals $\int_{-\infty}^\infty\frac{d\xi}{2\pi}$ of four factors of the type (9). The same integral can be cut into the $4!=24$ orderings of the times. In one ordering, let $t_1,t_2,t_3\ge0$ be the gaps between consecutive vertices. Each $|\tau-\tau'|$ is the sum of the gaps it spans, so the exponent is $-\sum_jE_jt_j$, where $E_j$ is the total energy of the excitations present during gap $j$. Integrating over the gaps gives $1/(E_1E_2E_3)$, the usual energy denominators. For the order $1,3,2,4$, particle $A$ emits $\omega$, $B$ absorbs it, $A$ returns by emitting $\omega'$, and $B$ absorbs that; the term is $1/[(a+\omega)(a+b)(b+\omega')]$. For the order $1,2,3,4$ it is $1/[(a+\omega)(\omega+\omega')(b+\omega')]$. Exchanging the names of the two photons pairs the 24 orderings, and the factor $\tfrac12$ in the ring leaves 12 distinct diagrams. The numerical check confirms the equality of the $\xi$ integral and the sum of 24 terms for one set of four unequal energies.

The photons that matter have $\omega\sim c/R$, because larger $k$ oscillate away in $e^{i\mathbf k\cdot\mathbf R}$. For $c/R\gg a,b$ the smallest middle denominator is $a+b$, London's. For $c/R\ll a,b$ it is $\omega+\omega'$: both particles are back in the ground state while two photons are in flight, and the outer denominators are close to $a$ and $b$. Each photon brings its squared amplitude, proportional to its frequency, and a mode sum of order $R^{-3}$. At short range the outer denominators are close to $\omega$ and $\omega'$ and cancel these frequency factors, leaving $d_A^2d_B^2/[(a+b)R^6]$. At long range nothing cancels them, and the term is of order $d_A^2d_B^2\,\omega\omega'/[ab\,(\omega+\omega')R^6]$; with $\alpha_A\sim d_A^2/a$, $\alpha_B\sim d_B^2/b$ and $\omega\sim\omega'\sim c/R$, an energy scale $c/R$ multiplies $\alpha_A\alpha_B/R^6$. This counting gives one more power of $1/R$; the coefficient needs $D$ in closed form.

## Second half: the potential, its limits and the benzene numbers

### What is carried over

Units are Gaussian with $\hbar=1$. The polarizability at imaginary frequency is the symmetric tensor $\alpha_{ij}(i\xi)$; its isotropic part is $\alpha(i\xi)=\sum_nf_n/(\omega_n^2+\xi^2)$ with excitation energies $\omega_n>0$ and strengths $f_n\ge0$. The field correlator between the two centres is $D_{ij}=\int\frac{d^3k}{(2\pi)^3}4\pi(k^2\delta_{ij}-k_ik_j)e^{i\mathbf k\cdot\mathbf R}/(k^2+\kappa^2)$ with $\kappa=\xi/c$, equation (10). For neutral, non-overlapping ground-state particles without permanent dipoles, at zero temperature, in the electric-dipole approximation and at order $\alpha_A\alpha_B$, the energy is $U=-\frac1{2\pi}\int_0^\infty d\xi\,\mathrm{Tr}[\alpha_AD\alpha_BD^{\mathsf T}]$, equation (11). The London coefficient is $C_6=\frac3\pi\int_0^\infty\alpha_A\alpha_B\,d\xi$, equation (6).

### The correlator in closed form

Without the tensor factor, the angular integral gives $4\pi\sin(kR)/(kR)$, and

$$\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi e^{i\mathbf k\cdot\mathbf R}}{k^2+\kappa^2}=\frac2{\pi R}\int_0^\infty\!\frac{k\sin kR}{k^2+\kappa^2}\,dk=\frac1{\pi R}\,\mathrm{Im}\int_{-\infty}^\infty\!\frac{k\,e^{ikR}}{k^2+\kappa^2}\,dk .$$

Closing the contour in the upper half plane picks the pole $k=i\kappa$ with residue $\tfrac12e^{-\kappa R}$. The last integral is $i\pi e^{-\kappa R}$, and the result is $y(R)=e^{-\kappa R}/R$. Under the integral $k_ik_j\to-\partial_i\partial_j$ and $k^2\to-\nabla^2$, so $D_{ij}=(\partial_i\partial_j-\delta_{ij}\nabla^2)\,y$. For a function of $R$ alone, $\partial_iy=y'\hat R_i$ and $\partial_j\hat R_i=(\delta_{ij}-\hat R_i\hat R_j)/R$, hence

$$\partial_i\partial_jy=y''\hat R_i\hat R_j+\frac{y'}R(\delta_{ij}-\hat R_i\hat R_j).$$

With $x=\kappa R=\xi R/c$,

$$\frac{y'}R=-\frac{(1+x)e^{-x}}{R^3},\qquad y''=\frac{(2+2x+x^2)e^{-x}}{R^3},\qquad\nabla^2y=y''+\frac{2y'}R=\frac{x^2e^{-x}}{R^3}.$$

Subtracting $\nabla^2y$ from each eigenvalue, $D$ is symmetric and diagonal, with one eigenvalue along $\mathbf R$ and a double one across it:

$$D_\parallel=\frac{2(1+x)\,e^{-x}}{R^3},\qquad D_\perp=-\frac{(1+x+x^2)\,e^{-x}}{R^3}.\tag{12}$$

At $x=0$ these are $2/R^3$ and $-1/R^3$, the eigenvalues of $T$. Under $\xi\to-i\omega$ the factor $e^{-x}$ becomes the outgoing wave $e^{i\omega R/c}$, and the three terms of $D_\perp$ fall as $R^{-3}$, $R^{-2}$ and $R^{-1}$: (12) is the field of an oscillating dipole continued to imaginary frequency. The $R^{-1}$ term, the radiation field, is absent along the axis.

The integral (10) does not converge absolutely at large $k$. It is defined as the limit of a smeared source, which physically is the finite size of the particles. A form factor $e^{-k^2s^2}$ convolves $D$ with a Gaussian $\propto e^{-r^2/4s^2}$. Away from the origin every component of $D$ solves $\nabla^2D=\kappa^2D$, and on such a function the smearing operator $e^{s^2\nabla^2}$ is the number $e^{\kappa^2s^2}$. The exception is the weight of the Gaussian that reaches the origin, which is $e^{-R^2/4s^2}$ times powers of $R/s$, negligible when $s\ll R$ and $\kappa s^2$ also stays well below $R/2$. The numerical check sums the modes on a grid in $k$ and angle with $s=0.1R$ and divides by $e^{\kappa^2s^2}$. At $x=0.7$ it finds $R^3D_\parallel=1.688390$ and $R^3D_\perp=-1.087522$, and at $x=2.5$ it finds $0.574595$ and $-0.800329$, equal to (12) in all printed digits.

### The potential

For isotropic particles the trace in (11) is $\alpha_A\alpha_B(D_\parallel^2+2D_\perp^2)$. The squares are

$$4(1+x)^2=4+8x+4x^2,\qquad(1+x+x^2)^2=1+2x+3x^2+2x^3+x^4,$$

so $R^6e^{2x}\,\mathrm{Tr}D^2=6+12x+10x^2+4x^3+2x^4$. Taking out a factor 2 and restoring $\hbar$, which must multiply $d\xi$ because $\alpha_A\alpha_B/R^6$ is dimensionless,

$$U(R)=-\frac{\hbar}{\pi R^6}\int_0^\infty d\xi\;\alpha_A(i\xi)\,\alpha_B(i\xi)\,h\!\Big(\frac{\xi R}c\Big),\qquad h(x)=e^{-2x}\big(3+6x+5x^2+2x^3+x^4\big).\tag{13}$$

This is the Casimir–Polder potential. The factor $e^{-2x}$ is the damping of two passages across the distance $R$.

An anisotropic molecule with clamped orientation has $\alpha=\mathcal R\,\alpha^{(0)}\mathcal R^{\mathsf T}$ for a rotation $\mathcal R$. The trace in (11) is linear in each tensor, so a uniform, independent average over the two orientations replaces each tensor by its average. That average is unchanged by any further rotation and so is a multiple of the unit matrix, and rotations keep the trace, so it equals $\tfrac13\mathrm{Tr}\,\alpha$. Equation (13) then holds for the average energy with the mean polarizabilities. It does not include any correlation of the orientations caused by the interaction. The numerical check averages the trace over $24\times24$ rotations of the benzene tensor at $x=0.8$; the single values scatter and the mean equals $2h\alpha^2$.

### Test of the whole formula

The time-ordered form is independent of the imaginary-frequency route. For two particles with one excitation energy each and unit squared dipole per axis, so that $\alpha=2\omega/(\omega^2+\xi^2)$, the numerical check sums the 24 denominator products over two real photon momenta with the form factor. It compares this with (13) times $e^{2\kappa^2s^2}$ under the integral, in units $c=R=1$. That factor is valid only for $\kappa s^2$ well below $R/2$ and would make the integral diverge at large $x$, so the integral is cut at $x=25$, where the integrand is already negligible. For $(\omega_A,\omega_B)R/c=(0.2,0.3)$ the values are $-11.8341877$ and $-11.8341878$, near the London value $-6/(0.2+0.3)=-12$. For $(2,3)$ both are $-0.79729137$, and for $(15,20)$ both are $-0.02537121$.

### Properties of $h$ and two upper bounds

Write $h=e^{-2x}P$. Then $h'=e^{-2x}(P'-2P)$ with $P'=6+10x+6x^2+4x^3$ and $2P=6+12x+10x^2+4x^3+2x^4$:

$$h'(x)=-2x\,(1+2x+x^3)\,e^{-2x}<0 .\tag{14}$$

So $h$ falls monotonically from $h(0)=3$ and stays positive. Moreover $1+2x+x^3\le1+2x+(2x)^3/6\le e^{2x}$, which gives $|h'|\le2x$ and, on integrating,

$$0\le3-h(x)\le x^2.\tag{15}$$

From (14), $h'=-2x(1+2x+\dots)(1-2x+\dots)=-2x+O(x^3)$, hence $h=3-x^2+O(x^4)$. The moments follow from $\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}$, that is $\tfrac12,\tfrac14,\tfrac14,\tfrac38,\tfrac34,\tfrac{15}8,\tfrac{45}8$ for $n=0,\dots,6$:

$$\int_0^\infty h\,dx=\frac32+\frac32+\frac54+\frac34+\frac34=\frac{23}4,\qquad\int_0^\infty x^2h\,dx=\frac34+\frac94+\frac{15}4+\frac{15}4+\frac{45}8=\frac{129}8.\tag{16}$$

Replacing $h$ by 3 in (13) gives $|U|\le C_6/R^6$. Each term of $\alpha(i\xi)$ decreases with $\xi$, so replacing $\alpha(i\xi)$ by $\alpha(0)$ and substituting $\xi=xc/R$ gives $|U|\le C_7/R^7$ with

$$C_7=\frac{\hbar c}\pi\,\alpha_A(0)\,\alpha_B(0)\int_0^\infty h\,dx=\frac{23\,\hbar c\,\alpha_A(0)\,\alpha_B(0)}{4\pi}.\tag{17}$$

For isotropic particles, both power laws overestimate the attraction at every distance. The local exponent is confined as well. $R^6|U|$ decreases with $R$ because $h(\xi R/c)$ does, and $R^7|U|=\frac{\hbar c}\pi\int\alpha_A\alpha_B(ixc/R)\,h\,dx$ increases with $R$ because the argument of $\alpha$ shrinks. The exponent therefore lies between 6 and 7.

### Short range

As $R\to0$, $h(\xi R/c)\to3$ at every $\xi$, and the integrand is bounded by the integrable $3\alpha_A\alpha_B$. Dominated convergence gives $R^6U\to-C_6$. For the correction (again with $\hbar=1$),

$$\frac{c^2}{R^2}\big(R^6U+C_6\big)=\frac1\pi\int_0^\infty d\xi\;\xi^2\alpha_A\alpha_B\,\frac{3-h(x)}{x^2}.$$

The last factor tends to 1 and lies between 0 and 1 by (15). At large $\xi$, $\alpha\to\sum_nf_n/\xi^2$ with a finite sum (the electron number by the Thomas–Reiche–Kuhn rule, and finite in any finite basis), so $\xi^2\alpha_A\alpha_B$ is integrable. Therefore

$$U\simeq-\frac{C_6}{R^6}+\frac{W_4}{c^2R^4},\qquad W_4=\frac1\pi\int_0^\infty\!\xi^2\alpha_A\alpha_B\,d\xi=\frac12\sum_{n,m}\frac{f_nf_m}{\omega_n+\omega_m}.\tag{18}$$

The sum follows from $\xi^2=(a^2+\xi^2)-a^2$ and (3): $\frac\pi{2b}-\frac{\pi a}{2b(a+b)}=\frac\pi{2(a+b)}$. Because $(3-h)/x^2\le1$, the two-term form is a lower bound on $|U|$. The expansion cannot be continued term by term, since the $x^4$ term would need $\int\xi^4\alpha_A\alpha_B\,d\xi$, which diverges. The regime is $R\ll c/\omega$ for the excitations that carry the integral, together with $R$ large compared with the particles; $R\to0$ is a formal limit of the dipole formula.

### Long range

In the variable $x$ the integrand $\alpha_A\alpha_B(ixc/R)\,h(x)$ tends to $\alpha_A(0)\alpha_B(0)h(x)$ as $R\to\infty$ and is bounded by it, so $R^7U\to-C_7$:

$$U\to-\frac{23\,\hbar c\,\alpha_A(0)\,\alpha_B(0)}{4\pi R^7}.$$

Only static polarizabilities enter, since $h$ removes all $\xi$ beyond a few times $c/R$. The number 23 splits into the two polarizations. From (12) and the moments, $\int R^6D_\parallel^2dx=4(\tfrac12+\tfrac12+\tfrac14)=5$ and $\int R^6D_\perp^2dx=\tfrac12+\tfrac12+\tfrac34+\tfrac34+\tfrac34=\tfrac{13}4$, so $\tfrac12(5+2\cdot\tfrac{13}4)=\tfrac{23}4$. The longitudinal share of the attraction is $4/6$ at short range and $10/23$ at long range. In SI units each $\alpha$ is replaced by $\alpha/4\pi\varepsilon_0$, so $C_7=23\hbar c\,\alpha_A\alpha_B/[4\pi(4\pi\varepsilon_0)^2]$; the numerical check confirms this against the atomic-unit value.

For the correction use the identity $\frac1{\omega^2+\xi^2}=\frac1{\omega^2}-\frac{\xi^2}{\omega^2(\omega^2+\xi^2)}$. It gives $\alpha(i\xi)=\alpha(0)-\delta$ with $0\le\delta\le S\xi^2$, $\delta/\xi^2\to S$ as $\xi\to0$, and $S=\sum_nf_n/\omega_n^4$. The product is $\alpha_A(0)\alpha_B(0)-\alpha_A(0)\delta_B-\alpha_B(0)\delta_A+\delta_A\delta_B$. With $\xi^2=x^2c^2/R^2$ and the second moment in (16),

$$U\simeq-\frac{C_7}{R^7}+\frac{C_9}{R^9},\qquad C_9=\frac{129\,c^3}{8\pi}\big[\alpha_A(0)S_B+S_A\alpha_B(0)\big].\tag{19}$$

The dropped pieces, $\delta_A\delta_B\ge0$ and $S\xi^2-\delta\ge0$, both add to the attraction, so (19) is also a lower bound on $|U|$. The expansion parameter is $(c/\omega R)^2$, weighted toward the lowest excitations by $\omega_n^{-4}$.

The model value $-0.02537121$ for $(15,20)$ looks like a violation of the upper bound, since $\frac{23}{4\pi}\cdot\frac2{15}\cdot\frac2{20}=0.024404$ is smaller in size, with ratio 1.040. The excess comes from the factor $e^{2s^2x^2}$ included in that comparison. To first order the mean of $x^2$ under $h$ is $\frac{129}8/\frac{23}4=2.80$. The form factor adds $0.02\times2.80=0.056$ and the $C_9$ term removes $2.80\,(1/225+1/400)=0.019$, for a net first-order ratio of 1.037.

The Casimir–Polder potential (13) has been derived and tested, with its limits $-C_6/R^6$ and $-C_7/R^7$, the first correction to each, and bounds for isotropic particles. What remains is the crossover distance, the numbers for benzene, and the conditions under which they stop applying.

Numbers in the example were calculated in double precision.
